# The mobility at which kF times mean free path equals one

## Problem

A uniform film of an amorphous oxide semiconductor, much thicker than the Fermi wavelength, contains \(n=10^{20}\ \mathrm{cm^{-3}}\) mobile electrons. Its conduction band is taken to be isotropic, with one valley and twofold spin degeneracy, and the electron gas is degenerate. Let \(k_F\) be the Fermi wavenumber, \(l\) the transport mean free path at the Fermi surface, and \(\mu=\sigma/(ne)\) the drift mobility, where \(\sigma\) is the conductivity and \(e>0\) the elementary charge.

1. Find \(k_F\) from the density.
2. Derive the semiclassical conductivity in terms of \(k_F\) and \(l\), without assuming a parabolic band. State which mean free path enters when scattering is anisotropic.
3. Show that \(k_Fl=1\) corresponds to a mobility near \(7.4\ \mathrm{cm^2/(V\,s)}\).
4. Explain what the condition \(k_Fl=1\) says about the electron waves, and what it does not say about the mobility edge.
5. For an effective mass of \(0.30\,m_e\), decide whether a temperature of 300 K changes the result appreciably.
6. A film of the same density has a mobility of \(20\ \mathrm{cm^2/(V\,s)}\). Find its \(k_Fl\) and \(l\). How does the mobility at \(k_Fl=1\) depend on density?

## Solution

### 1. The Fermi wavenumber

Disorder makes the wavevector an approximate label. The semiclassical description uses it nevertheless, and part 4 examines when this is reasonable.

In a periodic box of volume \(V\), the allowed wavevectors have density \(V/(2\pi)^3\) in \(k\) space. At zero temperature the electrons of an isotropic band fill a sphere of radius \(k_F\). With two spin states for each wavevector,

\[
n=\frac{2}{V}\,\frac{V}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}
=\frac{k_F^3}{3\pi^2},
\qquad
k_F=(3\pi^2 n)^{1/3}.
\]

Since \(10^{20}\ \mathrm{cm^{-3}}\) is \(0.1\ \mathrm{nm^{-3}}\),

\[
k_F=(3\pi^2\times 0.1)^{1/3}\ \mathrm{nm^{-1}}=1.436\ \mathrm{nm^{-1}},
\qquad k_F^2=2.062\ \mathrm{nm^{-2}}.
\]

No effective mass appears: the density alone fixes the size of the Fermi sphere. An explicit count of plane waves in a finite box, with 1,856,322 spin states inside the sphere, reproduces the density to within 0.07%.

### 2. The conductivity

Let a weak electric field \(\mathcal E\) point along \(x\). The force on an electron is \(-e\mathcal E\), so \(\hbar\,dk_x/dt=-e\mathcal E\). Write the occupation as \(f=f_0+f_1\), where \(f_0(\varepsilon)\) is the Fermi function and \(f_1\) is of first order in the field. In a uniform steady state, with relaxation time \(\tau\), the Boltzmann equation is

\[
-\frac{e\mathcal E}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f_1}{\tau}.
\]

The left side already contains one factor of \(\mathcal E\), so to first order \(f\) may be replaced there by \(f_0\). The band velocity is \(v_x=\hbar^{-1}\partial\varepsilon/\partial k_x\), hence \(\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon\), and

\[
f_1=e\mathcal E\,\tau v_x\frac{\partial f_0}{\partial\varepsilon}
=-e\mathcal E\,\tau v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\]

The bracket is positive. Electrons moving along the field are therefore depleted, as their negative charge requires. The current density contains a second factor \(-e\), which makes the conductivity positive:

\[
j_x=-2e\int\frac{d^3k}{(2\pi)^3}\,v_xf_1,
\qquad
\sigma=\frac{j_x}{\mathcal E}
=2e^2\int\frac{d^3k}{(2\pi)^3}\,\tau v_x^2
\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\]

The equilibrium part \(f_0\) carries no current, because \(v_x\) is odd in \(k_x\) and \(f_0\) is even.

In an isotropic band the average of \(v_x^2\) over directions is \(v^2/3\), so the angular integral gives \(4\pi v^2/3\). Let the energy rise steadily with \(k\), so that \(v>0\), and define \(l=v\tau\). Then \(\tau v^2\,dk=l\,v\,dk=l\,d\varepsilon/\hbar\), and

\[
\sigma=\frac{2e^2}{8\pi^3}\,\frac{4\pi}{3}\,\frac1\hbar
\int k^2l\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon
=\frac{e^2}{3\pi^2\hbar}
\int k^2l\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon .
\]

At low temperature \(-\partial f_0/\partial\varepsilon\) is a narrow peak of unit area at the Fermi energy. The integral becomes the value of \(k^2l\) there:

\[
\sigma=\frac{e^2k_F^2\,l}{3\pi^2\hbar}.
\]

The shape of the band has dropped out, because the velocity was absorbed partly into \(l\) and partly into \(d\varepsilon\).

**Which mean free path.** The relaxation time above describes the decay of a current, which can be slower than the rate of collisions. Suppose that elastic collisions occur at a rate \(1/\tau_s\), with \(l_s=v\tau_s\) the mean distance between them, and that the probability of a deflection depends on its angle \(\Theta\) alone. The deviation has the form \(f_1=A(\varepsilon)\cos\theta\), where \(\theta\) is measured from the \(x\) axis. Collisions remove \(f_1/\tau_s\) per unit time from a given direction and return electrons from other directions \(\theta'\). The Pauli factors cancel in the difference of the two flows, since \(f'(1-f)-f(1-f')=f'-f\).

With \(\varphi\) the azimuth of the deflection,

\[
\cos\theta'=\cos\theta\cos\Theta+\sin\theta\sin\Theta\cos\varphi .
\]

The last term vanishes on averaging over \(\varphi\). The returned part is thus \(A\cos\theta\,\langle\cos\Theta\rangle/\tau_s\), and the net rate of change is

\[
\left(\frac{\partial f_1}{\partial t}\right)_{\rm coll}
=-\frac{1-\langle\cos\Theta\rangle}{\tau_s}\,f_1,
\qquad
l=\frac{l_s}{1-\langle\cos\Theta\rangle}.
\]

For isotropic scattering \(\langle\cos\Theta\rangle=0\) and \(l=l_s\). If the probability per solid angle is proportional to \(1+a\cos\Theta\), the mean cosine is

\[
\langle\cos\Theta\rangle=\frac12\int_{-1}^{1}c\,(1+ac)\,dc=\frac a3 .
\]

For \(a=0.6\) this is 0.2, and \(l/l_s=1/(1-0.2)=1.25\). A direct numerical solution of the angular Boltzmann equation gives the same ratio.

### 3. The mobility at \(k_Fl=1\)

Divide the conductivity by \(ne\) and insert \(n=k_F^3/(3\pi^2)\):

\[
\mu=\frac{\sigma}{ne}
=\frac{e^2k_F^2l}{3\pi^2\hbar}\,\frac{3\pi^2}{e\,k_F^3}
=\frac{e\,l}{\hbar k_F}
=\frac{e}{\hbar k_F^2}\,(k_Fl).
\]

The last form follows on multiplying numerator and denominator by \(k_F\). Setting \(k_Fl=1\) defines the mobility

\[
\mu_1=\frac{e}{\hbar k_F^2}=\frac{e}{\hbar(3\pi^2n)^{2/3}} .
\]

With \(e/\hbar=1.5193\times10^{15}\ \mathrm{(V\,s)^{-1}}\) and \(k_F^2=2.062\times10^{18}\ \mathrm{m^{-2}}\),

\[
\mu_1=\frac{1.5193\times10^{15}}{2.062\times10^{18}}\ \mathrm{\frac{m^2}{V\,s}}
=7.37\times10^{-4}\ \mathrm{\frac{m^2}{V\,s}}
=7.37\ \mathrm{\frac{cm^2}{V\,s}} .
\]

This is the required value. The corresponding conductivity is \(\sigma_1=ne\mu_1=e^2k_F/(3\pi^2\hbar)=118\ \mathrm{S/cm}\).

**Where the mass went.** For a parabolic band of mass \(m\), the Fermi velocity is \(v_F=\hbar k_F/m\), so \(\tau=l/v_F=ml/(\hbar k_F)\). The Drude mobility is then

\[
\frac{e\tau}{m}=\frac em\,\frac{ml}{\hbar k_F}=\frac{e\,l}{\hbar k_F},
\]

in agreement with the general result. At fixed \(l\), a heavier electron moves more slowly and has a longer time between collisions, which compensates its greater inertia. At fixed \(\tau\) the mobility would still depend on the mass.

The conductivity integral was also evaluated numerically, with velocities obtained by differentiating the band energy. Parabolic bands with masses \(0.30\,m_e\) and \(0.60\,m_e\), and a nonparabolic band, all give \(7.37\ \mathrm{cm^2/(V\,s)}\) at the same density and \(l\).

**Several valleys.** The assumption of one valley does matter. If \(g\) equivalent isotropic valleys share the electrons equally, each holds \(n/g\), so \(k_F=(3\pi^2n/g)^{1/3}\). For equal \(l\) in all valleys, both \(n\) and \(\sigma\) are \(g\) times their values for one valley at that \(k_F\). The ratio \(\mu=el/(\hbar k_F)\) keeps its form, but the smaller \(k_F\) raises \(\mu_1\) by a factor \(g^{2/3}\).

### 4. What the condition means

At \(k_Fl=1\) the mean free path is

\[
l=\frac1{k_F}=0.696\ \mathrm{nm}.
\]

The Fermi wavelength is \(2\pi/k_F=4.38\ \mathrm{nm}\), so \(l\) is shorter than the wavelength by a factor \(2\pi\). The phase of the wave advances by \(k_Fl=1\) radian over one mean free path. The mean free path is also shorter than the typical electron spacing, of order \(n^{-1/3}=2.15\ \mathrm{nm}\).

**Width in wavenumber.** Take isotropic scattering, so that \(l=l_s\), and let the intensity of a wave decay as \(e^{-|x|/l}\). Its amplitude then decays as \(e^{-|x|/(2l)}\). With \(q=k-k_F\), the Fourier transform of \(e^{ik_Fx-|x|/(2l)}\) is

\[
S(q)=2\int_0^\infty e^{-x/(2l)}\cos(qx)\,dx
=\frac{1/l}{q^2+1/(4l^2)} .
\]

The maximum is at \(q=0\). Half the maximum is reached when \(q^2=1/(4l^2)\), that is, at \(q=\pm1/(2l)\). The full width at half maximum is therefore

\[
\Delta k=\frac1l,\qquad \frac{\Delta k}{k_F}=\frac{1}{k_Fl}.
\]

This one-dimensional wave gives the width for \(k_Fl\gg1\). For the spherical wave \(e^{ik_Fr-r/(2l)}/r\) at \(k_Fl=1\), the spectral peak moves to \(0.87\,k_F\) and its weight at \(k=0\) is still 0.64 of the maximum, so a half-width is no longer defined on the low side. Either way, at \(k_Fl=1\) the uncertainty in wavenumber is about as large as the wavenumber itself, and the label \(k\) has lost its use. The number one depends on convention. If the width is read from \(S^2\) instead, half maximum requires \(1+4l^2q^2=\sqrt2\), and the width is smaller by the factor \((\sqrt2-1)^{1/2}\approx0.64\). The criterion therefore marks a range of order one in \(k_Fl\).

**Width in energy.** For a parabolic band with Fermi energy \(E_F=\hbar^2k_F^2/(2m)\),

\[
\frac{\hbar}{\tau}=\frac{\hbar v_F}{l}
=\frac{\hbar^2k_F}{ml}
=\frac{\hbar^2k_F^2}{m}\,\frac{1}{k_Fl}
=\frac{2E_F}{k_Fl}.
\]

For \(m=0.30\,m_e\) the Fermi energy is 0.262 eV and the Fermi velocity is \(5.54\times10^5\ \mathrm{m/s}\). At \(k_Fl=1\) the relaxation time is 1.26 fs and \(\hbar/\tau=0.524\ \mathrm{eV}\), twice the Fermi energy. The levels are broader than the occupied part of the band.

**Relation to the mobility edge.** A mobility edge is an energy that separates localized states from extended ones. Calculating its position requires a treatment of the disordered potential itself, for example through the wavefunctions or the statistics of the energy levels, and no such calculation has been made here. The Boltzmann equation adds the probabilities of successive collisions and ignores interference between scattered waves. This needs \(k_Fl\gg1\). At \(k_Fl=1\) the formula for \(\mu\) has been extended to a point where its own justification fails.

The condition \(k_Fl=1\), known as the Ioffe–Regel criterion, thus indicates the scale of mobility at which localization has to be considered. It does not prove that a film with \(7\ \mathrm{cm^2/(V\,s)}\) is localized, or that one with \(8\ \mathrm{cm^2/(V\,s)}\) is not.

The density must also be that of the mobile electrons. If a fraction \(p\) of a total density \(N\) is mobile and the rest is trapped, then \(\sigma/(Ne)=p\mu\). A mobility obtained with the total density is too low by the factor \(p\), and comparing it with \(\mu_1\) would misjudge the disorder seen by the mobile electrons.

### 5. The effect of temperature

At 300 K, \(k_BT=0.0259\ \mathrm{eV}\), so for \(m=0.30\,m_e\) the ratio \(t=k_BT/E_F\) is 0.0987. The gas is degenerate, and an expansion in \(t\) is suitable. Let \(l\) be independent of energy and temperature, and let \(n\) be fixed.

In a parabolic band \(k^2=2m\varepsilon/\hbar^2\), so the conductivity integral of part 2 is proportional to

\[
\int_0^\infty\varepsilon\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon
=\int_0^\infty f_0\,d\varepsilon
=k_BT\ln\!\left(1+e^{\zeta/k_BT}\right)\simeq\zeta .
\]

The first step is an integration by parts with vanishing boundary terms, and \(\zeta\) is the chemical potential. The neglected part is of order \(k_BT\,e^{-\zeta/k_BT}\), which is very small here. At zero temperature the same integral equals \(E_F\), so the mobility changes by the factor \(\zeta/E_F\).

The fixed density determines \(\zeta\). The density of states is proportional to \(\sqrt\varepsilon\), so

\[
\int_0^\infty\sqrt{\varepsilon}\,f_0\,d\varepsilon=\tfrac23E_F^{3/2}.
\]

Integrating the left side by parts gives \(\int\tfrac23\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)\,d\varepsilon\). Expand \(\tfrac23\varepsilon^{3/2}\) about \(\zeta\) to second order. The linear term vanishes because the peak is symmetric. The second derivative is \(\tfrac12\zeta^{-1/2}\), and the mean square width of the peak, with \(x=(\varepsilon-\zeta)/k_BT\), is

\[
(k_BT)^2\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}\,dx
=4(k_BT)^2\int_0^\infty\frac{x\,dx}{e^x+1}
=\frac{\pi^2}{3}(k_BT)^2 .
\]

Here the last integral is \(1-\tfrac14+\tfrac19-\dots=\pi^2/12\). Therefore

\[
\tfrac23\zeta^{3/2}+\tfrac12\cdot\tfrac12\zeta^{-1/2}\,\frac{\pi^2}{3}(k_BT)^2
=\tfrac23E_F^{3/2}.
\]

Multiplication by \(3/2\) gives

\[
\zeta^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\zeta}\right)^2\right]=E_F^{3/2}.
\]

Raising both sides to the power \(2/3\), and replacing \(\zeta\) by \(E_F\) in the small term, yields to leading order

\[
\frac{\mu(T)}{\mu(0)}\simeq\frac{\zeta}{E_F}\simeq1-\frac{\pi^2}{12}\,t^2 .
\]

For \(t=0.0987\) this is 0.992, and direct integration gives the same value to three digits. The mobility at \(k_Fl=1\) becomes \(7.31\ \mathrm{cm^2/(V\,s)}\), where \(k_F\) still denotes \((3\pi^2n)^{1/3}\). For this parabolic band with constant \(l\) the change is below 1%. Its sign and size depend on these assumptions. If instead \(l\propto\varepsilon^s\) with \(l(E_F)\) fixed, the same expansion applied to \(\varepsilon^{1+s}\) gives the factor \(1+\frac{\pi^2}{12}(1+s)(2s-1)\,t^2\). This is one for constant \(\tau\) (\(s=\tfrac12\)) and about 1.07 for \(s=2\), the dependence for ionized impurities when the slowly varying screening logarithm is ignored. A nonparabolicity of \(1\ \mathrm{eV^{-1}}\) at constant \(l\) gives about 0.98. In all these cases the change is a few percent at most, far smaller than the uncertainty of order one in the criterion itself. This estimate concerns thermal smearing of the occupation within the semiclassical formula. It does not describe thermally activated hopping, or a mean free path that varies with temperature.

### 6. Reading a measured mobility, and other densities

The result of part 3 can be written as

\[
k_Fl=\frac{\mu}{\mu_1}.
\]

For a film with the same density and \(\mu=20\ \mathrm{cm^2/(V\,s)}\),

\[
k_Fl=\frac{20}{7.37}=2.71,\qquad
l=2.71\times0.696\ \mathrm{nm}=1.89\ \mathrm{nm}.
\]

This film lies above the marker, but \(k_Fl\) is not large compared with one. The semiclassical \(l\) is then an estimate, and corrections from interference cannot be dismissed. The reading also assumes a uniform film: if barriers or voids limit the current, the measured mobility does not give the local mean free path.

Since \(k_F^2\propto n^{2/3}\), the marker varies as \(\mu_1\propto n^{-2/3}\). A tenfold increase in density lowers it by \(10^{2/3}\approx4.6\):

| \(n\) (cm\(^{-3}\)) | \(\mu_1\) (cm\(^2\)/(V s)) |
|---|---|
| \(10^{18}\) | 159 |
| \(10^{19}\) | 34.2 |
| \(10^{20}\) | 7.37 |
| \(10^{21}\) | 1.59 |

A mobility therefore says little about closeness to localization until the density is given. The value \(20\ \mathrm{cm^2/(V\,s)}\) is above the marker at \(10^{20}\ \mathrm{cm^{-3}}\) and below it at \(10^{19}\ \mathrm{cm^{-3}}\). In the second case the formula for a degenerate gas would return \(k_Fl=20/34.2\approx0.6\). A value below one lies outside the range where the semiclassical picture is justified, so the corresponding \(l\) should not be read as a real mean free path.

The table assumes a degenerate gas throughout. For \(m=0.30\,m_e\), the Fermi energy at \(10^{18}\ \mathrm{cm^{-3}}\) is \(0.262/100^{2/3}\approx0.012\ \mathrm{eV}\), less than \(k_BT\) at 300 K. The first entry then applies at temperatures low enough that \(k_BT\ll0.012\ \mathrm{eV}\). At room temperature the typical wavenumber at that density is set by thermal motion, and \(k_F\) is no longer the right quantity to compare with \(1/l\). At \(10^{19}\ \mathrm{cm^{-3}}\) the Fermi energy is \(0.262/10^{2/3}\approx0.056\ \mathrm{eV}\), only about twice \(k_BT\) at 300 K, so the second entry is a rough guide at room temperature.

The numerical output below lists the main values with their units.

## Table of computed values

```
electron density n = 1.0e+20 cm^-3
Fermi wavenumber kF = 1.4360 nm^-1
kF squared = 2.0620 nm^-2
e/hbar = 1.5193e+15 1/(V s)
counted density / n (box of plane waves) = 1.00062
spin states counted in the box = 1856322
mean free path at kF l = 1: l = 0.6964 nm
Fermi wavelength = 4.376 nm
mean electron spacing n^(-1/3) = 2.154 nm
full width in k of the damped wave, times l = 1.000000
critical mobility, formula = 7.3681 cm^2/(V s)
critical mobility, formula = 7.3681e-04 m^2/(V s)
mobility integrated, parabolic, 0.3 m_e = 7.3681 cm^2/(V s)
mobility integrated, parabolic, 0.6 m_e = 7.3681 cm^2/(V s)
mobility integrated, nonparabolic, 0.3 m_e = 7.3681 cm^2/(V s)
critical conductivity = 118.05 S/cm
anisotropy parameter a = 0.6
mean scattering cosine = 0.200
transport length / collision length = 1.2500
effective mass = 0.30 m_e
Fermi energy = 0.2619 eV
Fermi velocity = 5.541e+05 m/s
relaxation time = 1.257 fs
level broadening hbar/tau = 0.5237 eV
temperature = 300 K
thermal energy kB T = 0.02585 eV
kB T / EF = 0.0987
thermal mobility factor, integrated = 0.99186
thermal mobility factor, formula = 0.99198
mobility at temperature = 7.308 cm^2/(V s)
film mobility = 20.0 cm^2/(V s)
film kF l = 2.714
film mean free path = 1.890 nm
critical mobility at 1e+18 cm^-3 = 158.74 cm^2/(V s)
critical mobility at 1e+19 cm^-3 = 34.20 cm^2/(V s)
critical mobility at 1e+20 cm^-3 = 7.37 cm^2/(V s)
critical mobility at 1e+21 cm^-3 = 1.59 cm^2/(V s)
```
